# One Interdiffusion Coefficient in the Mole, Mass and Volume Frames, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the relative velocity of the two species

### A case that can be seen through

Let atoms A and B occupy equal, constant volumes, and let a B atom be four times as heavy as an A atom: $M_B=4M_A$. The total concentration $c$ is then uniform. Consider a point where half of the atoms are A, with the mole fraction $x_A$ varying along $z$. An observer who moves so that equal numbers of A and B pass in opposite directions sees a molar flux of A

$$J=-cD\,\frac{dx_A}{dz},$$

and a flux $-J$ of B. For this observer, mass is not balanced. The net mass flux is $M_AJ-M_BJ=-3M_AJ$, and the density is $\rho=c(M_A+M_B)/2=2.5\,cM_A$. The centre of mass therefore moves with velocity $-3M_AJ/\rho=-1.2\,J/c$ relative to this observer. A second observer, moving with the centre of mass, sees the A flux

$$J-c_A\left(-\frac{1.2J}{c}\right)=J+0.5\times1.2\,J=1.6\,J .$$

If this flux is divided by the same gradient as before, the diffusivity seems to have grown by a factor 1.6. Now use the mass fraction instead:

$$w_A=\frac{x_A}{x_A+4(1-x_A)}=\frac{x_A}{4-3x_A},\qquad
\frac{dw_A}{dx_A}=\frac{4}{(4-3x_A)^2}=\frac{4}{2.5^2}=0.64 .$$

The expression $-\rho D\,dw_A/dz$ equals $2.5\times0.64\,M_AJ=1.6\,M_AJ$, which is the mass flux of A seen by the second observer. The factor 1.6 belongs to the flux and to the gradient alike, and $D$ is unchanged. The general case also has unequal volumes that may depend on composition.

### Frames and fluxes

Let $c_i$ be the number of moles of species $i$ per volume, $c=c_A+c_B$, and $v_i$ the mean velocity of species $i$. All fluxes are molar. Three sets of fractions are needed:

$$x_i=\frac{c_i}{c},\qquad w_i=\frac{M_ic_i}{\rho},\qquad \varphi_i=c_iV_i,$$

where $\rho=M_Ac_A+M_Bc_B$ and $V_i$ is the partial molar volume, the increase of the volume per mole of $i$ added at fixed temperature, pressure and amount of the other species. Each pair sums to one. For $\varphi_i$ this follows because volume is proportional to the amount of material at fixed composition, so that $n_AV_A+n_BV_B$ is the whole volume; division by that volume gives $c_AV_A+c_BV_B=1$. This assumes that vacancies and pores take up negligible volume.

A frame is defined by weights $a_A+a_B=1$, and its velocity and fluxes are

$$v^a=a_Av_A+a_Bv_B,\qquad J_i^a=c_i(v_i-v^a).$$

The choices $a_i=x_i,\,w_i,\,\varphi_i$ give the mole-average, mass-average and volume-average frames, marked by superscripts $x$, $w$ and $V$. Inserting $v^a$ and using $1-a_A=a_B$,

$$v_A-v^a=(1-a_A)v_A-a_Bv_B=a_B(v_A-v_B).$$

With $u=v_A-v_B$, the flux of A is therefore

$$J_A^a=c_Aa_B\,u. \tag{1}$$

Exchanging the labels gives $J_B^a=-c_Ba_A\,u$. The relative velocity $u$ is the same for every observer, since a common velocity cancels in the difference. All dependence on the frame sits in the weight, and the conversions are ratios of weights:

$$\frac{J_A^w}{J_A^x}=\frac{w_B}{x_B},\qquad \frac{J_A^V}{J_A^x}=\frac{\varphi_B}{x_B}. \tag{2}$$

For fluxes of B the weights of A appear. Two frames with weights $a$ and $b$ move relative to one another with

$$v^a-v^b=(a_A-b_A)v_A+(a_B-b_B)v_B=(a_A-b_A)\,u, \tag{3}$$

because $a_B-b_B=-(a_A-b_A)$.

When B is dilute, every $a_A$ tends to one, so the flux of the solute B is the same in all three frames. The flux of the solvent A is not: $w_B/x_B$ tends to $M_B/M_A$. A frame can thus be ignored for a dilute solute and still matter for its solvent.

### Definition of the diffusivity and the mole form

In an isotropic binary mixture at uniform temperature and pressure, composition has one independent gradient. To first order in that gradient, $u$ is proportional to it. The coefficient is written so that

$$u=-D\,\frac{\nabla x_A}{x_Ax_B}. \tag{4}$$

This defines $D$, which may depend on composition. It is symmetric in the species: exchanging A and B changes the sign of $u$ and of the gradient, since $\nabla x_B=-\nabla x_A$, and leaves $D$ as it was. Put (4) into (1) with $a_B=x_B$ and $c_A=cx_A$:

$$J_A^x=-cx_Ax_B\,D\,\frac{\nabla x_A}{x_Ax_B}=-cD\,\nabla x_A. \tag{5}$$

### The mass form

The ratio of mass fractions is the ratio of mole fractions times a constant:

$$\frac{w_A}{w_B}=\frac{M_A}{M_B}\,\frac{x_A}{x_B}.$$

The logarithm turns the constant factor into a constant term, which the gradient removes. Since $w_B=1-w_A$,

$$\nabla\ln\frac{w_A}{w_B}=\frac{\nabla w_A}{w_A}+\frac{\nabla w_A}{w_B}=\frac{\nabla w_A}{w_Aw_B},$$

and the same step holds for $x$. Hence

$$\frac{\nabla w_A}{w_Aw_B}=\frac{\nabla x_A}{x_Ax_B}. \tag{6}$$

By (6), equation (4) also reads $u=-D\nabla w_A/(w_Aw_B)$. Multiplying (1) by $M_A$, with $a_B=w_B$ and $M_Ac_A=\rho w_A$, gives

$$M_AJ_A^w=\rho w_Aw_B\,u=-\rho D\,\nabla w_A. \tag{7}$$

This step used constant masses and nothing about volumes, temperature or pressure. If (4) holds, (5) and (7) hold together.

### The volume form

The argument just used would carry over to $\varphi_i$ if $V_A/V_B$ were constant. In general it is not, and the proper gradient turns out to be that of $c_A$ itself. Let $V_m=1/c$ be the volume per mole of mixture, so

$$V_m=x_AV_A+x_BV_B.$$

At fixed temperature and pressure the partial volumes obey the Gibbs–Duhem relation $x_A\,dV_A+x_B\,dV_B=0$. It follows by comparing $dV=V_A\,dn_A+V_B\,dn_B$ with the full differential of $V=n_AV_A+n_BV_B$. The differential of $V_m$ then keeps the terms in $dx_A=-dx_B$ alone:

$$\frac{dV_m}{dx_A}=V_A-V_B. \tag{8}$$

Differentiate $c_A=x_A/V_m$ with this result:

$$\frac{dc_A}{dx_A}=\frac{V_m-x_A(V_A-V_B)}{V_m^2}
=\frac{x_BV_B+x_AV_B}{V_m^2}=c^2V_B. \tag{9}$$

In the flux, $a_B=\varphi_B=c_BV_B$, and $c_Ac_B=c^2x_Ax_B$. Equations (1) and (4) give

$$J_A^V=c_Ac_BV_B\,u=-c^2V_B\,D\,\nabla x_A=-D\,\nabla c_A. \tag{10}$$

The factor $c^2V_B$ appears in the flux and in the gradient, as the factor 1.6 did at the start. Partial volumes that vary with composition do no harm.

Uniform temperature and pressure do matter here. Let $\alpha=\partial\ln V_m/\partial T$ and $\kappa=-\partial\ln V_m/\partial p$ at fixed composition. Then $c_A=x_A/V_m$ changes also through $T$ and $p$:

$$\nabla c_A=c^2V_B\nabla x_A-\alpha c_A\nabla T+\kappa c_A\nabla p .$$

If (4) still describes $u$, solving for $c^2V_B\nabla x_A$ gives

$$J_A^V=-D\left(\nabla c_A+\alpha c_A\nabla T-\kappa c_A\nabla p\right). \tag{11}$$

The added terms remove the part of $\nabla c_A$ that is mere expansion or compression. Thermal diffusion and pressure diffusion are a separate matter: they would add terms to $u$ in (4).

### What an improper gradient does

Suppose that $\nabla c_A$ is used in a frame with weights $a$. By (1), $J_A^a=(a_B/\varphi_B)J_A^V$, so

$$J_A^a=-\frac{a_B}{\varphi_B}D\,\nabla c_A. \tag{12}$$

The apparent diffusivity is $Da_B/\varphi_B$, which depends on the frame.

A less visible slip is to use the volume fraction in the volume frame, $V_AJ_A^V=-D'\,\nabla\varphi_A$. From (8), $V_A=V_m+x_B\,V_m'$, where a prime on $V_m$ means $d/dx_A$. Hence

$$\frac{dV_A}{dx_A}=V_m'-V_m'+x_BV_m''=x_BV_m''. \tag{13}$$

The gradient of $\varphi_A=c_AV_A$ then has two terms, $V_A\nabla c_A+c_A\nabla V_A$, or

$$\nabla\varphi_A=\left(c^2V_AV_B+c\,x_Ax_BV_m''\right)\nabla x_A .$$

Since $V_AJ_A^V=-c^2V_AV_BD\nabla x_A$, division gives

$$D'=\frac{D}{1+x_Ax_BV_m''/(cV_AV_B)}. \tag{14}$$

The two agree where $V_m''=0$, in particular for constant partial volumes.

### Numbers for titanium and tungsten

A titanium–tungsten solid solution separates the frames well, because a W atom is almost four times as heavy as a Ti atom but of similar size. Take A = Ti and B = W in the body-centred cubic phase at 1600 K. The molar volume is modelled as

$$V_m=10.9\,x_A+9.7\,x_B-0.5\,x_Ax_B\quad\text{cm}^3/\text{mol},$$

with rough values for the pure metals and a chosen excess term. At $x_A=0.8$, $V_A=V_m+x_BV_m'$ and $V_B=V_m-x_AV_m'$ give

$$V_A=10.9-0.5(0.2)^2=10.88,\qquad V_B=9.7-0.5(0.8)^2=9.38$$

in the same unit. Then $V_m=0.8\times10.88+0.2\times9.38=10.58$, so $c=0.09452$ mol/cm³. With $M_A=47.867$ and $M_B=183.84$ g/mol, the mean molar mass is 75.06 g/mol and $\rho=7.095$ g/cm³. The tungsten weights are

$$x_B=0.200,\qquad w_B=\frac{0.2\times183.84}{75.06}=0.490,\qquad \varphi_B=\frac{0.2\times9.38}{10.58}=0.177 .$$

Let the gradient be $dx_A/dz=-10$ cm⁻¹, a change of 0.01 over 10 µm, and let $D=1.709\times10^{-9}$ cm²/s, a value that the second derivation supplies. More digits are kept than the inputs deserve, so that the arithmetic can be followed. The relative velocity is

$$u=\frac{1.709\times10^{-9}\times10}{0.8\times0.2}=1.068\times10^{-7}\ \text{cm/s}=1.068\ \text{nm/s}.$$

The mole-frame flux is $0.094518\times1.7093\times10^{-8}=1.6156\times10^{-9}$ mol cm⁻² s⁻¹. The ratios (2) give the others, in units of $10^{-9}$ mol cm⁻² s⁻¹:

$$J_A^w=1.6156\times\frac{0.48984}{0.200}=3.957,\qquad J_A^V=1.6156\times\frac{0.17732}{0.200}=1.432 .$$

The mass-frame flux follows independently from (7). By (6), $dw_A/dx_A=w_Aw_B/(x_Ax_B)=0.5102\times0.4898/0.16=1.562$, so

$$J_A^w=\frac{7.095\times1.709\times10^{-9}\times15.62}{47.867}=3.957\times10^{-9}\ \text{mol cm}^{-2}\,\text{s}^{-1}.$$

For the volume frame, (9) gives $dc_A/dz=-0.838$ mol/cm⁴, and $0.838\times1.709\times10^{-9}$ reproduces the flux $1.432\times10^{-9}$.

With $\nabla c_A$ in every frame, (12) would instead yield $1.93\times10^{-9}$ cm²/s in the mole frame and $4.72\times10^{-9}$ cm²/s in the mass frame. The second is too large by the factor $0.4898/0.1773=2.76$. Using $\nabla\varphi_A$ in the volume frame costs much less here: $V_m''=1.0$ cm³/mol, the denominator of (14) is 1.017, and $D'=1.68\times10^{-9}$ cm²/s.

## Second derivation: from the fluxes across the crystal lattice

### Symbols and results carried over

Species A and B have molar concentrations $c_i$, total $c$, density $\rho$, molar masses $M_i$ and partial molar volumes $V_i$. Their mole, mass and volume fractions are $x_i$, $w_i$ and $\varphi_i=c_iV_i$. A frame with weights $a_i$ has velocity $v^a=a_Av_A+a_Bv_B$, and $J_i^a=c_i(v_i-v^a)$; superscripts $x$, $w$, $V$ name the mole, mass and volume frames. With $u=v_A-v_B$, two frames differ by $v^a-v^b=(a_A-b_A)u$. The result to be reached again is

$$J_A^x=-cD\nabla x_A,\qquad M_AJ_A^w=-\rho D\nabla w_A,\qquad J_A^V=-D\nabla c_A. \tag{15}$$

Two facts about volume at uniform temperature and pressure are needed: $c_AV_A+c_BV_B=1$, and the Gibbs–Duhem relation $c_A\nabla V_A+c_B\nabla V_B=0$. The gradient of the first, less the second, gives

$$V_A\nabla c_A+V_B\nabla c_B=0. \tag{16}$$

The molar volume is $V_m=1/c$, and primes on it denote $d/dx_A$. The numerical case is Ti (A) and W (B) at 1600 K, with $x_A=0.8$, $dx_A/dz=-10$ cm⁻¹, $V_A=10.88$ and $V_B=9.38$ cm³/mol, $\varphi_B=0.1773$, $w_B=0.4898$ and $dc_A/dz=-0.838$ mol/cm⁴.

### One combination of fluxes, one of gradients

In a crystal where atoms move by exchange with vacancies, fluxes can be counted across lattice planes. Call these fluxes $J_A$ and $J_B$, without superscript, and the velocity of the lattice $v_L$, so that $J_i=c_i(v_i-v_L)$. They need not balance: the difference is carried by vacancies. The velocity of another frame relative to the lattice is

$$v^a-v_L=\sum_i a_i(v_i-v_L)=\sum_i\frac{a_i}{c_i}J_i ,$$

where $a_i/c_i$ is $1/c$, $M_i/\rho$ or $V_i$ in the three frames. The flux in the new frame is the lattice flux less the transport $c_A(v^a-v_L)$. In the mole frame,

$$J_A^x=J_A-\frac{c_A}{c}(J_A+J_B)=\frac{c_BJ_A-c_AJ_B}{c}.$$

In the mass frame, multiplying $J_A$ by $\rho/\rho$ cancels the terms in $M_Ac_AJ_A$:

$$J_A^w=J_A-\frac{c_A}{\rho}(M_AJ_A+M_BJ_B)=\frac{M_B}{\rho}\,(c_BJ_A-c_AJ_B).$$

In the volume frame, $1-c_AV_A=c_BV_B$ does the same work:

$$J_A^V=J_A-c_A(V_AJ_A+V_BJ_B)=V_B\,(c_BJ_A-c_AJ_B).$$

A single combination of fluxes appears. Name it, together with the matching combination of gradients:

$$N=c_BJ_A-c_AJ_B,\qquad W=c_B\nabla c_A-c_A\nabla c_B .$$

The quotient rule applied to $x_A=c_A/(c_A+c_B)$ and to $w_A=M_Ac_A/\rho$ gives

$$\nabla x_A=\frac{c\nabla c_A-c_A(\nabla c_A+\nabla c_B)}{c^2}=\frac{W}{c^2},$$

$$\nabla w_A=\frac{M_A\left[\rho\nabla c_A-c_A(M_A\nabla c_A+M_B\nabla c_B)\right]}{\rho^2}=\frac{M_AM_BW}{\rho^2}.$$

For the third gradient, multiply $\nabla c_A$ by $1=c_AV_A+c_BV_B$ and replace $V_A\nabla c_A$ by $-V_B\nabla c_B$ from (16):

$$\nabla c_A=-c_AV_B\nabla c_B+c_BV_B\nabla c_A=V_BW. \tag{17}$$

The fluxes and gradients now stand side by side:

$$J_A^x=\frac Nc,\quad c\nabla x_A=\frac Wc;\qquad
M_AJ_A^w=\frac{M_AM_BN}{\rho},\quad \rho\nabla w_A=\frac{M_AM_BW}{\rho};$$

$$J_A^V=V_BN,\quad \nabla c_A=V_BW .$$

In each pair the same factor multiplies $N$ and $W$. If $N=-DW$, all three laws in (15) follow with that one $D$.

In each of the three frames, the same factor multiplies the flux combination $N$ and the gradient combination $W$, so all three laws hold with one $D$ if $N=-DW$. It remains to obtain this relation and the value of $D$ from the lattice fluxes, and to examine the motion of the lattice itself.

Numbers in the example were calculated in double precision.
